# The Ritz expansion of s-level quantum defects, with a potassium model

## From the Coulomb tail to the quantum defect

### The physical situation

Excite the outer electron of a potassium atom to a high s level. For most of its motion it is far from the nucleus and sees a core of charge $+1$, as the electron in hydrogen does. An s electron has no centrifugal barrier, however, so it also enters the core, where 18 other electrons no longer screen the nucleus completely. Its energies can be written in the hydrogen form with a shifted quantum number,

$$E_n=-\frac{1}{2(n-\delta_n)^2}, \tag{1}$$

where $\delta_n$ is the quantum defect. Equation (1) alone merely renames the energy. The physical content is that $\delta_n$ changes little along the series, and that its small drift follows the Ritz form

$$\delta_n\simeq\delta_0+\frac{\delta_2}{(n-\delta_0)^2}. \tag{2}$$

The question is why two constants describe many levels, and why the first correction has this power.

Atomic units are used: energies in hartree, lengths in bohr. The radial function is $u(r)=rR(r)$ with $l=0$. The electron moves in a local spherical potential $V(r)$ that doesn't depend on energy and satisfies

$$V(r)=-\frac1r\quad\text{for } r\ge r_0 . \tag{3}$$

Inside $r_0$ the potential may be any core potential for which $rV$ is bounded, including the nuclear attraction $-Z/r$. I write

$$\varepsilon=2E=-\frac1{\nu^2},\qquad \nu=n-\delta_n . \tag{4}$$

The radial equation is then $u''+(\varepsilon-2V)u=0$.

### The simple case: only the Coulomb tail

Outside the core,

$$y''+\left(\frac2r+\varepsilon\right)y=0. \tag{5}$$

I need two solutions that depend smoothly on energy, including at $\varepsilon=0$. The first is regular at the origin, $f=\sum_{k\ge1}a_kr^k$ with $a_0=0$ and $a_1=1$. The coefficient of $r^{k-2}$ in (5) gives

$$k(k-1)a_k=-2a_{k-1}-\varepsilon a_{k-2}. \tag{6}$$

Every $a_k$ is a polynomial in $\varepsilon$. Division by $k(k-1)$ makes the series converge for every $r$, uniformly for bounded $\varepsilon$, so $f$ is entire in $\varepsilon$.

The second solution needs a logarithm. Put $g=p-2f\ln r$ with $p=\sum_{k\ge0}b_kr^k$. Since

$$g''=p''-2f''\ln r-\frac{4f'}r+\frac{2f}{r^2},$$

the logarithmic terms cancel by (5) for $f$, and what remains is

$$p''+\left(\frac2r+\varepsilon\right)p=\frac{4f'}r-\frac{2f}{r^2}.$$

In powers of $r$ this reads

$$k(k-1)b_k+2b_{k-1}+\varepsilon b_{k-2}=(4k-2)a_k . \tag{7}$$

For $k=1$ it requires $2b_0=2a_1$, so $b_0=1$; this is why the logarithm has the factor $-2$. The coefficient $b_1$ is free, because a multiple of $f$ may be added to $g$. I choose it independent of energy,

$$b_1=-2(\ln2+2\gamma-1),$$

with $\gamma$ Euler's constant. Near the origin

$$f=r+O(r^2),\qquad g=1-2r[\ln(2r)+2\gamma-1]+O(r^2\ln r). \tag{8}$$

Thus $g$ is also entire in $\varepsilon$. Define $W(a,b)=ab'-a'b$. For two solutions at the same energy it is constant, and (8) gives

$$W(f,g)=-1,\qquad W(g,f)=1. \tag{9}$$

**Limit: zero energy.** Put $x=\sqrt{8r}$ and $y=xF(x)$. Because $d/dr=(4/x)\,d/dx$, equation (5) at $\varepsilon=0$ becomes

$$F''+\frac{F'}x+\left(1-\frac1{x^2}\right)F=0,$$

which is Bessel's equation of order one. Matching to (8) gives $f=\sqrt{r/2}\,J_1(\sqrt{8r})$ and $g=-\pi\sqrt{2r}\,Y_1(\sqrt{8r})$. Nothing singular happens to these functions at the ionization threshold. A numerical comparison with the recurrences confirms both forms.

### The solution that decays

A bound state must decay at large $r$. I need that solution in terms of $f$ and $g$. Set $z=2r/\nu$ and, first for $0<\nu<1$, define

$$w=ze^{-z/2}I,\qquad I(z)=\int_0^\infty e^{-zt}\left(\frac{1+t}{t}\right)^\nu dt. \tag{10}$$

To check that it solves (5), call the factor in brackets, with its power, $\phi(t)$. Then

$$zI''+(2-z)I'-(1-\nu)I=\int_0^\infty e^{-zt}\phi\,[zt(1+t)-2t-(1-\nu)]\,dt .$$

Since $[t(1+t)\phi]'=(1-\nu+2t)\phi$, the integrand is the derivative of $-e^{-zt}t(1+t)\phi$. This vanishes at both ends, so the integral is zero. Differentiating $w$ twice now gives

$$\begin{aligned}
\frac{d^2w}{dz^2}&=e^{-z/2}\left[zI''+(2-z)I'-I+\frac z4I\right]\\
&=\left(\frac14-\frac\nu z\right)w .
\end{aligned}$$

Multiplication by $(dz/dr)^2=4/\nu^2$ gives $w''=(1/\nu^2-2/r)w$, which is (5). At large $z$, small $t$ dominates the integral, and $w\to\Gamma(1-\nu)z^\nu e^{-z/2}$. The solution decays.

Its coefficients in $f$ and $g$ follow from its behaviour near $r=0$. Separate the slowly decreasing parts of the integrand:

$$I=\frac1z+\nu\int_0^\infty\frac{e^{-zt}}{1+t}dt+K+o(1),$$

$$K=\int_0^\infty\left[\left(1+\frac1t\right)^\nu-1-\frac{\nu}{1+t}\right]dt .$$

The factor $e^{-zt}$ may be dropped in $K$, because its integrand falls as $t^{-2}$. For the other integral, integration by parts and $x=zt$ give

$$\begin{aligned}
\int_0^\infty\frac{e^{-zt}}{1+t}dt&=\int_0^\infty e^{-x}\ln\left(1+\frac xz\right)dx\\
&=-\ln z-\gamma+o(1),
\end{aligned}$$

since $\int_0^\infty e^{-x}\ln x\,dx=\Gamma'(1)=-\gamma$.

To evaluate $K$, put $s=t/(1+t)$, so that $dt=ds/(1-s)^2$ and $1/(1+t)=1-s$. Integrate by parts with $s/(1-s)$ as the antiderivative of $1/(1-s)^2$. The boundary terms vanish, and

$$K=\nu\int_0^1\frac{s^{-\nu}-s}{1-s}ds=\nu\left[1-\int_0^1\frac{1-s^{-\nu}}{1-s}ds\right].$$

The digamma function $\psi=\Gamma'/\Gamma$ has the series $\psi(x)+\gamma=\sum_{k\ge0}[1/(k+1)-1/(k+x)]$. Expanding $1/(1-s)$ in powers of $s$ shows that this equals $\int_0^1(1-s^{x-1})/(1-s)\,ds$. With $x=1-\nu$,

$$K=\nu[1-\gamma-\psi(1-\nu)] .$$

Collecting the terms of order $z$, and using $z/2=r/\nu$ and $\nu z=2r$,

$$w=1-2r\left[\ln(2r)-\ln\nu+\frac1{2\nu}+\psi(1-\nu)+2\gamma-1\right]+o(r).$$

Comparison with (8) fixes both coefficients. The reflection formula $\psi(1-\nu)=\psi(\nu)+\pi\cot\pi\nu$ then gives

$$w=g-2[\pi\cot\pi\nu+h(\nu)]f, \tag{11}$$

$$h(\nu)=\psi(\nu)-\ln\nu+\frac1{2\nu}. \tag{12}$$

For $\nu>1$ the integral (10) diverges at $t=0$. Replace it by $(e^{-2\pi i\nu}-1)^{-1}$ times the same integrand taken along a loop that comes in from $+\infty$, circles $t=0$ counterclockwise inside $|t|<1$, and returns to $+\infty$. For $\nu<1$ this equals $I$. For larger noninteger $\nu$ it still converges, solves the equation and decays. Both sides of (11) are analytic in $\nu$, so (11) continues to hold. It was tested at $\nu=1.77$, 3.4 and 6.81.

**Limit: hydrogen.** Without a core, the function regular at the origin is $f$ itself. For it to decay, the $g$ part of (11) must become negligible relative to the $f$ part. This happens when $\cot\pi\nu$ diverges, at $\nu=n$. The levels are $-1/(2n^2)$, and the defect is zero.

### Why the smooth part has even powers

The cotangent in (11) counts levels. The function $h$ is what the long Coulomb tail adds to the smooth energy dependence. To find its form, use

$$\psi(\nu)=\lim_{N\to\infty}\left[\ln N-\sum_{k=0}^N\frac1{\nu+k}\right].$$

Write $1/(\nu+k)=\int_0^\infty e^{-(\nu+k)x}dx$ and $\ln N=\int_0^\infty(e^{-x}-e^{-Nx})dx/x$. The terms containing $N$ combine to a bounded function times $e^{-Nx}$ and vanish. Subtracting $\ln\nu$ in the same representation and adding $1/(2\nu)$ leaves

$$h=\int_0^\infty e^{-\nu x}\left[\frac1x-\frac12\coth\frac x2\right]dx .$$

The partial-fraction expansion of $\coth$ turns the bracket into $-\sum_{k\ge1}2x/(x^2+4\pi^2k^2)$. Now use $x/(x^2+c^2)=\int_0^\infty e^{-ct}\sin(xt)\,dt$ with $c=2\pi k$. Integrating over $x$ and summing over $k$ gives Binet's integral,

$$h(\nu)=-2\int_0^\infty\frac{t\,dt}{(t^2+\nu^2)(e^{2\pi t}-1)} . \tag{13}$$

Only $\nu^2$ appears. Expanding $1/(t^2+\nu^2)$, with $\int_0^\infty t\,dt/(e^{2\pi t}-1)=1/24$ and $\int_0^\infty t^3dt/(e^{2\pi t}-1)=1/240$,

$$h\sim-\frac1{12\nu^2}+\frac1{120\nu^4}-\cdots=\frac{\varepsilon}{12}+\frac{\varepsilon^2}{120}+\cdots . \tag{14}$$

In terms of energy, (13) is $h=2\varepsilon\int_0^\infty t\,dt/[(1-\varepsilon t^2)(e^{2\pi t}-1)]$. For $\varepsilon\le0$ each energy derivative stays finite up to threshold, so $h$ is smooth there. Its series nevertheless has zero radius of convergence, because the moments of $t$ grow factorially. It is an asymptotic series: at fixed energy, adding terms eventually makes the result worse. For $\varepsilon<0$ the function $h$ is analytic; only the threshold point $\varepsilon=0$ is singular. Analyticity of the core logarithmic derivative therefore leads to a quantum defect that is smooth up to threshold, but in general not analytic at threshold.

### Putting the core back

Let $u$ be the core solution with $u(0)=0$ and $u'(0)=1$. It obeys

$$u(r)=r+\int_0^r(r-r')[2V(r')-\varepsilon]u(r')\,dr' .$$

If $r|2V-\varepsilon|\le M$ inside $r_0$, the $k$th iteration is bounded by $M^kr^{k+1}/[k!(k+1)!]$. The iterations are polynomials in $\varepsilon$ and their sum converges uniformly, so $u$ is entire in energy. The logarithmic derivative $L=u'(r_0)/u(r_0)$ is a ratio of entire functions. It is analytic except for poles where $u(r_0)=0$.

For $r\ge r_0$ write $u=Ag+Bf$. From (9),

$$A=f'u-fu',\qquad B=gu'-g'u\qquad\text{at }r_0 . \tag{15}$$

For a bound level $u$ is proportional to $w$, so (11) requires $B/A=-2[\pi\cot\pi\nu+h]$. Define

$$\kappa(\varepsilon)=\frac B{2A}=\frac{gL-g'}{2(f'-fL)},\qquad \pi\cot\pi\delta=\kappa+h . \tag{16}$$

The level condition becomes $\cot\pi\delta=-\cot\pi\nu$, or $\nu+\delta=n$ with integer $n$. The quantum defect is now a function of energy, fixed by the core logarithmic derivative and the Coulomb tail, and the levels sample it.

## From threshold smoothness to the Ritz formula

### Results carried forward

The energy variable is $\varepsilon=2E=-1/\nu^2$, with $\nu=n-\delta_n$. Beyond $r_0$ the potential is $-1/r$, and $f,g$ are two Coulomb solutions entire in $\varepsilon$, with $W(g,f)=gf'-g'f=1$. The regular core solution continues outside as $u=Ag+Bf$. The decaying solution is $w=g+cf$, with $c=-2[\pi\cot\pi\nu+h]$. The levels obey

$$\nu+\delta(\varepsilon)=n,\qquad \pi\cot\pi\delta=\kappa(\varepsilon)+h,\qquad \kappa=\frac B{2A}. \tag{17}$$

The tail function $h$ is smooth up to threshold, with $h\sim\varepsilon/12+\varepsilon^2/120+\cdots$. The amplitudes are $A=f'u-fu'$ and $B=gu'-g'u$ at $r_0$.

### Limit: a weak core

Before expanding (17), I check its sign and factors where the answer is known independently. Let $V=-1/r+\Delta V$ inside $r_0$, with small $\Delta V$. Then

$$\frac d{dr}W(f,u)=fu''-f''u=2\Delta V\,fu\simeq2\Delta V\,f^2 .$$

Since $A=-W(f,u)$, to first order

$$A\simeq-2\int_0^{r_0}\Delta V\,f^2dr,\qquad B\simeq W(g,f)=1.$$

Equation (17) in tangent form is

$$\tan\pi\delta=\frac{\pi A}{B/2+hA}, \tag{18}$$

so on the branch near zero $\delta\simeq2A=-4\int_0^{r_0}\Delta V f^2dr$.

Ordinary perturbation theory starts from the normalized hydrogen function. Its density at the nucleus is $1/(\pi n^3)$, so its radial slope squared there is $4/n^3$, and $u_n=2n^{-3/2}f$. The shift is $\Delta E=(4/n^3)\int\Delta V f^2dr$. Expanding the energy formula gives $\Delta E\simeq-\delta/n^3$. The two results agree. An attractive core correction gives a positive defect and deeper levels.

This limit also shows why the defect varies slowly. The probability of finding the electron near the core is proportional to $n^{-3}$, and this factor cancels from $\delta$. What remains depends on energy through the shape of $f$ inside the core, where a small change in $\varepsilon$ matters little against $2/r$. This requires $|\varepsilon|\ll2/r$ wherever $\Delta V$ acts, that is, a core well inside the outer turning point $2\nu^2$; for a correction extending to 10 or 20 bohr, the defects of the low levels vary by tens of percent.

### Smoothness and the labelling of levels

If $A=0$ at some energy, $\kappa$ has a pole, but the defect remains smooth. The numerator and denominator of (18) cannot vanish together: that would require $A=B=0$, and $u$ would vanish identically. The angle $\pi\delta$ of the nonzero vector with components $B/2+hA$ and $\pi A$ can therefore be followed smoothly in energy.

This angle is defined up to an integer multiple of $\pi$. To show that one choice labels the whole series correctly, compare $u$ and $w$ at neighbouring energies. A subscript $\varepsilon$ denotes an energy derivative. Differentiating the radial equation gives $u_\varepsilon''+(\varepsilon-2V)u_\varepsilon=-u$, hence

$$\frac d{dr}W(u_\varepsilon,u)=u_\varepsilon u''-u_\varepsilon''u=u^2 .$$

Integration from the origin, and the same argument for $w$ integrated from infinity, give at $r_0$

$$W(u_\varepsilon,u)=\int_0^{r_0}u^2dr,\qquad W(w_\varepsilon,w)=-\int_{r_0}^\infty w^2dr .$$

At a level with $A\ne0$, $u=Aw$ outside the core. Therefore

$$\begin{aligned}
\frac d{d\varepsilon}W(u,w)&=W(u_\varepsilon,w)+W(u,w_\varepsilon)\\
&=\frac1A\int_0^{r_0}u^2dr+A\int_{r_0}^\infty w^2dr\\
&=\frac1A\int_0^\infty u^2dr .
\end{aligned}$$

On the other hand, $W(u,w)=W(Ag+Bf,\,g+cf)=Ac-B$. From (17),

$$c-\frac BA=-2\pi(\cot\pi\nu+\cot\pi\delta).$$

The bracket vanishes at a level, so only its derivative contributes to $d(Ac-B)/d\varepsilon$. There $\sin^2\pi\delta=\sin^2\pi\nu$, and consequently

$$\int_0^\infty u^2dr=\frac{2\pi^2A^2}{\sin^2\pi\nu}\frac{d(\nu+\delta)}{d\varepsilon}.$$

From $\varepsilon=-\nu^{-2}$ one has $d\nu/d\varepsilon=\nu^3/2$. Thus

$$\int_0^\infty u^2dr=\frac{A^2\pi^2\nu^3}{\sin^2\pi\nu}\left(1+\frac{d\delta}{d\nu}\right). \tag{19}$$

The left side is positive. Hence $\nu+\delta$ rises whenever it passes through an integer, and it cannot return to an integer already passed. Successive levels have successive integers. Levels with $A=0$ fit the same counting by continuity. Once the node count identifies one level, the integer part of $\delta$ is fixed for the series.

**Limit: hydrogen normalization.** For a vanishing core correction, $\delta\simeq2A$, so $\sin^2\pi\nu\simeq4\pi^2A^2$. Equation (19) gives $\int f^2dr=n^3/4$, in agreement with $u_n=2n^{-3/2}f$.

### Expansion at threshold

Because $\delta$ is smooth as $\varepsilon\to0$ from below, it has an asymptotic Taylor expansion. With $\varepsilon=-1/\nu^2$,

$$\delta(\varepsilon)\sim\delta_0+\frac{\delta_2}{\nu^2}+\frac{\delta_4}{\nu^4}+\cdots,\qquad \delta_2=-\left.\frac{d\delta}{d\varepsilon}\right|_0 . \tag{20}$$

Odd powers of $1/\nu$ are absent because the expansion variable is energy.

When $\kappa$ is finite at threshold, the constants follow from the core solution and the known tail function $h$, without solving for the bound levels. Setting $\varepsilon=0$ gives $\pi\cot\pi\delta_0=\kappa(0)$. Differentiating (17) gives

$$-\frac{\pi^2}{\sin^2\pi\delta}\frac{d\delta}{d\varepsilon}=\frac{d\kappa}{d\varepsilon}+\frac{dh}{d\varepsilon},$$

and therefore

$$\delta_2=\frac{\sin^2\pi\delta_0}{\pi^2}\left[\kappa'(0)+\frac1{12}\right]. \tag{21}$$

The prime on $\kappa$ denotes $d/d\varepsilon$. The $1/12$ comes from the tail function $h$. The split between it and $\kappa'(0)$ refers to the energy-independent choice of $b_1$; only their sum is independent of that choice. If $\kappa$ has a pole at threshold, (18) is differentiated instead.

Equation (20) still contains the unknown $\nu=n-\delta_n$ on its right side. Put $m=n-\delta_0$ and $x=\delta_n-\delta_0$, so that $\nu=m-x$. Then

$$x=\frac{\delta_2}{(m-x)^2}+\frac{\delta_4}{(m-x)^4}+O(m^{-6}).$$

The leading solution is $x=\delta_2/m^2+O(m^{-4})$. Insert it in

$$\frac1{(m-x)^2}=\frac1{m^2}+\frac{2x}{m^3}+O\left(\frac{x^2}{m^4}\right)$$

to obtain

$$\delta_n=\delta_0+\frac{\delta_2}{m^2}+\frac{\delta_4}{m^4}+\frac{2\delta_2^2}{m^5}+O(m^{-6}). \tag{22}$$

The first two terms are the Ritz formula (2). Its first omitted term is of order $m^{-4}$. The odd fifth power is produced by replacing $n-\delta_n$ with $n-\delta_0$; it is not an odd term in the energy expansion.

The derivation assumes a local potential with a pure Coulomb tail. A core-polarization tail proportional to $r^{-4}$ violates (3), and $f$ and $g$ then no longer solve the outer equation. Nonlocal exchange also lies outside this proof. Even within the assumptions, a core response that changes rapidly near threshold makes $\kappa'$ large and can restrict two terms to very high levels.

### A computed potassium series

For a concrete core I take K$^+$ in exchange-only local density theory. Its 18 electrons occupy $1s^22s^22p^63s^23p^6$, and their density $\rho$ is made self-consistent. The valence electron moves in the frozen potential

$$V=-\frac{19}r+V_{\mathrm H}[\rho]-\left(\frac{3\rho}{\pi}\right)^{1/3}, \tag{23}$$

where $V_{\mathrm H}$ is the electrostatic repulsion of the core electrons. At $r_0=20$ bohr the potential is set to $-1/r$; just inside, the difference is of order $10^{-7}$ hartree or less. (The last interior mesh point gives $10^{-8}$, but there the core orbitals are already pressed towards zero by the boundary condition at $r_0$.) The s levels are found by diagonalization in a 700 bohr box, without using the quantum-defect equation.

The 3s and 3p core energies agree with a separate Gaussian-basis calculation to about 0.002 and 0.001 hartree. The wavefunctions labelled 4s to 14s have the required $n-1$ radial nodes.

The model 4s binding energy is 0.2025 hartree, or 5.51 eV. The measured ionization energy is roughly 4.3 eV, so this model binds the electron substantially too strongly. It replaces nonlocal exchange by a local potential and omits relativity, correlation and core polarization. The calculation doesn't separate the effects of these approximations. The constants below belong to this model. They are not spectroscopic constants of potassium.

For 10s, $E=-0.00844851$ hartree, so

$$\nu=\frac1{\sqrt{2(0.00844851)}}=7.69299,\qquad \delta_{10}=10-7.69299=2.30701 .$$

The defect falls from 2.4286 for 4s to 2.3353 for 5s and 2.3051 for 14s. Evaluating (17) from the core solution at each level energy reproduces the defects of 4s to 14s within $4\times10^{-11}$. This tests the matching formula; it doesn't measure the accuracy of the potassium model. The normalization identity (19) was tested on 5s, 8s and 11s.

### Constants from the core, and constants from the levels

The core solution near zero energy gives $\kappa(0)=2.2290$ and $\kappa'(0)=2.9005$ in atomic units. The numerical output labels $\kappa$ in inverse bohr, the unit of $B/A$; measured against the inverse Bohr radius it is the pure number in (17). On the branch fixed by 4s, $\delta_0=2.30358$. As a check, $\pi\cot(2.30358\pi)=2.229$. Equation (21) gives

$$\delta_2=\frac{0.6652}{9.8696}(2.9005+0.0833)=0.2011 .$$

The bound levels enter these two constants only through the choice of the integer branch.

A least-squares fit of (2) to the seven defects from 6s to 12s gives

$$\delta_0=2.30335,\qquad\delta_2=0.2161 .$$

The fitted $\delta_2$ is about 7% above its threshold value. The next term in (22) accounts for most of this. Between 6s and 12s, $1/m^2$ falls from 0.0732 to 0.0106. With the computed $\delta_4=0.141$, the mean slope of the defect against $1/m^2$ is raised by

$$\delta_4(0.0732+0.0106)=0.012,$$

from 0.201 to 0.213. A fit to 10s–14s gives $\delta_0=2.30355$ and $\delta_2=0.2049$, closer to the threshold constants, as expected when the omitted powers are smaller.

### Where two terms suffice

The omitted term can be examined directly at 10s, where $m=7.6964$. The two threshold constants predict

$$2.303575+\frac{0.20109}{(7.6964)^2}=2.306970,$$

which is $4.4\times10^{-5}$ below the diagonalized defect. Multiplied by $m^4$, the unrounded difference is 0.1546. Equation (22) predicts

$$\delta_4+\frac{2\delta_2^2}m=0.1408+0.0105=0.1513 .$$

The remaining difference, 0.0033, is left for the higher powers.

Energy errors are smaller than defect errors at high $n$, because $dE/d\delta=-1/\nu^3$. Relative to the diagonalized model energies, the 6s–12s fit misses 13s by $8.3\times10^{-8}$ hartree and 14s by $7.5\times10^{-8}$ hartree. Keeping only the threshold constant $\delta_0$ gives errors of $1.45\times10^{-6}$ and $9.2\times10^{-7}$ hartree. On these two levels, which were not fitted, the errors of the two-constant fit are thus smaller by factors of about 17 and 12. The two threshold constants do better still, with errors of $9\times10^{-9}$ and $5\times10^{-9}$ hartree, because the fitted constants have absorbed higher terms that matter mainly for the lower levels.

Extrapolation downwards is less successful. The same fit misses 5s by $1.2\times10^{-4}$ hartree, or 0.17% of its binding energy. It misses 4s by 0.0123 hartree, or 6%. For 4s, $m=1.696$, and the threshold constants give

$$\frac{\delta_2}{m^2}=0.070,\qquad \frac{\delta_4}{m^4}=0.017,\qquad \frac{2\delta_2^2}{m^5}=0.006 .$$

Their sum is 0.093, whereas the 4s defect minus its threshold value is 0.125. Even the terms through fifth order leave a quarter of the change unexplained. The 4s level still satisfies the full matching condition (17); what fails there is the short expansion. Part of the gap comes from re-expanding in $m$: the first two terms of (20), evaluated with the actual $\nu=1.571$, give $0.081+0.023=0.105$. The rest comes from higher powers of the energy.

## Numbers as computed

```
Nuclear charge 19, core electrons 18
Matching radius r0 = 20.0 bohr, box = 700 bohr
K+ 3s orbital energy: mesh -1.45075, Gaussian -1.45272 hartree
K+ 3p orbital energy: mesh -0.86288, Gaussian -0.86362 hartree
|V + 1/r| at last node inside r0 = 1.1e-08 hartree
Largest hydrogen level error, n=1-14 = 5.7e-14 hartree
n | E (hartree) | nu | delta_n | delta from 6s-12s fit
 4 | -0.20248336 | 1.571413 | 2.428587 | 2.378421
 5 | -0.07041528 | 2.664720 | 2.335280 | 2.333069
 6 | -0.03690625 | 3.680739 | 2.319261 | 2.319167
 7 | -0.02276078 | 4.686962 | 2.313038 | 2.313150
 8 | -0.01544309 | 5.690074 | 2.309926 | 2.310013
 9 | -0.01116544 | 6.691862 | 2.308138 | 2.308173
10 | -0.00844851 | 7.692986 | 2.307014 | 2.307002
11 | -0.00661541 | 8.693739 | 2.306261 | 2.306211
12 | -0.00532035 | 9.694269 | 2.305731 | 2.305652
13 | -0.00437156 | 10.694656 | 2.305344 | 2.305243
14 | -0.00365572 | 11.694947 | 2.305053 | 2.304934
4s binding energy = 5.5099 eV
Largest |delta(core matching) - delta_n| = 3.9e-11
Norm of 5s from the identity = 1.0000000
Norm of 8s from the identity = 1.0000000
Norm of 11s from the identity = 1.0000000
kappa(0) = 2.22902 (1/bohr)
dkappa/deps at 0 = 2.90047 (atomic units)
Threshold: delta0 = 2.303575, delta2 = 0.20109, delta4 = 0.1408
Fit 6s-12s:  delta0 = 2.303354, delta2 = 0.21609
Fit 10s-14s: delta0 = 2.303554, delta2 = 0.20488
4s energy error: fit 1.23e-02, constant delta0 2.87e-02 hartree
5s energy error: fit 1.17e-04, constant delta0 1.65e-03 hartree
13s energy error: fit 8.30e-08, constant delta0 1.45e-06 hartree
14s energy error: fit 7.47e-08, constant delta0 9.24e-07 hartree
10s remainder times (n-delta0)^4 = 0.1546
delta4 + 2 delta2^2/(n-delta0) at 10s = 0.1513
```
